# Extended Scherzer focus and point resolution at 200 keV

**Question**

I have to choose the objective-lens focus for lattice images of a thin silicon section. The beam energy is 200 keV and the spherical aberration coefficient is $C_s=1$ mm. I know that $\sqrt{C_s\lambda}$ is a length and should set the defocus, but I cannot see what fixes the number in front of it. I have met both $\sqrt{4/3}$ and 1.2. What are the extended Scherzer defocus and the point resolution, and how do they follow from the lens aberration? Does the resolution mean that nothing finer can appear in the image?

**Answer**

The prefactor depends on how much loss of contrast you accept in the middle of the useful frequency band. Once that is stated, the defocus and the resolution follow from one phase function. I take axial coherent illumination, a thin object that changes the phase of the wave but not its amplitude, and a lens whose aberrations are defocus and third-order spherical aberration. Other effects are sized at the end.

**Wavelength**

An electron of kinetic energy $T$ has total energy $T+mc^2$, so

$$
(pc)^2=(T+mc^2)^2-(mc^2)^2=T^2+2Tmc^2,\qquad \lambda=\frac hp .
$$

With $mc^2=511$ keV, $pc=\sqrt{200^2+2(200)(511)}=494$ keV, and $hc=1240$ eV nm gives $\lambda=2.508$ pm. The nonrelativistic formula gives 2.742 pm, which is 9% too long.

**Phase produced by the lens**

Let $q$ be spatial frequency in cycles per length. A Fourier component $e^{2\pi iqx}$ leaves the object at the small angle $\theta=\lambda q$. The lens multiplies it by $e^{-i\chi(q)}$. To connect $\chi$ with rays, consider a narrow group of components around $q$. They add in phase where

$$
\frac{d}{dq}\left[2\pi qx-\chi(q)\right]=0,
\qquad\text{so}\qquad
x=\frac{1}{2\pi}\frac{d\chi}{dq}.
$$

This $x$ is the ray displacement referred back to the object. Since $dq=d\theta/\lambda$, $d\chi/d\theta=(2\pi/\lambda)x$.

Now the signs. Spherical aberration bends a steep ray too strongly. The ray crosses the axis before the image plane and arrives on the far side. The image is inverted, so division by the negative magnification gives a displacement $+C_s\theta^3$ at the object. Underfocus means a weakened lens: the ray crosses late, which gives the opposite sign, $-|\Delta f|\theta$. Hence

$$
\chi=\frac{2\pi}{\lambda}\int_0^\theta
\left(C_s\theta'^3-|\Delta f|\theta'\right)d\theta'
=\frac{2\pi}{\lambda}\left(\frac{C_s\theta^4}{4}-\frac{|\Delta f|\theta^2}{2}\right),
$$

and, with $\theta=\lambda q$,

$$
\chi(q)=\frac{\pi}{2}C_s\lambda^3q^4-\pi\lambda|\Delta f|q^2 .
$$

Underfocus is useful because its negative phase opposes the positive phase of spherical aberration.

**From phase to image contrast**

Take one Fourier component of a weak object, with phase amplitude $\varepsilon\ll1$:

$$
\psi_{\rm obj}=e^{i\varepsilon\cos(2\pi qx)}
\approx1+i\varepsilon\cos(2\pi qx).
$$

The undiffracted wave has $\chi(0)=0$. The components at $+q$ and $-q$ acquire the same phase because $\chi$ is even. The image wave is therefore

$$
\begin{aligned}
\psi_{\rm im}&=1+i\varepsilon e^{-i\chi}\cos(2\pi qx)\\
&=1+\varepsilon(\sin\chi+i\cos\chi)\cos(2\pi qx).
\end{aligned}
$$

To first order, the imaginary part does not contribute to the intensity:

$$
|\psi_{\rm im}|^2=1+2\varepsilon\sin\chi(q)\cos(2\pi qx)+O(\varepsilon^2).
$$

A perfect lens in focus has $\chi=0$ and shows no linear contrast. Good transfer needs $|\sin\chi|$ near one, with the same sign over a broad range of $q$. With negative $\sin\chi$, places where the object advances the phase most, such as atomic columns, appear dark.

**What fixes the defocus**

Define

$$
\ell=(C_s\lambda^3)^{1/4},\qquad Q=q\ell,\qquad
D=\frac{|\Delta f|}{\sqrt{C_s\lambda}} .
$$

Then $C_s\lambda^3q^4=Q^4$. Also $\lambda\sqrt{C_s\lambda}=\ell^2$, so $\lambda|\Delta f|q^2=DQ^2$. Completing the square gives

$$
\chi=\pi\left(\frac{Q^4}{2}-DQ^2\right)
=\frac{\pi}{2}(Q^2-D)^2-\frac{\pi D^2}{2}.
$$

The phase starts at zero, falls to $-\pi D^2/2$ at $Q^2=D$, and rises again. Near the minimum it varies slowly, which makes a broad band possible.

Choose a threshold $s$ between 0 and 1 and require $|\sin\chi|\ge s$. Let $a=\arcsin s$. In the first negative lobe this means $-(\pi-a)\le\chi\le-a$. Setting $\chi=-a$ gives the band edges:

$$
(Q_\pm^2-D)^2=D^2-\frac{2a}{\pi},\qquad
Q_\pm^2=D\pm\sqrt{D^2-\frac{2a}{\pi}} .
$$

Their sum is $Q_+^2+Q_-^2=2D$, and their product is $Q_+^2Q_-^2=2a/\pi$. The width therefore obeys

$$
(Q_+-Q_-)^2=Q_+^2+Q_-^2-2Q_+Q_-
=2D-2\sqrt{\frac{2a}{\pi}} .
$$

More underfocus widens the band. The growth stops when the minimum phase reaches $-(\pi-a)$, because beyond that $|\sin\chi|$ drops below $s$ in the centre and the band splits. The limiting focus satisfies

$$
-\frac{\pi D^2}{2}=-(\pi-a),\qquad
D^2=2\left(1-\frac a\pi\right).
$$

The extended condition places the minimum at $-2\pi/3$. This corresponds to $s=\sqrt3/2$, $a=\pi/3$, and

$$
|\Delta f|=\sqrt{\frac43}\,\sqrt{C_s\lambda}.
$$

Could a different focus, with the phase minimum in a deeper lobe, do better? If the minimum lies $m$ lobes further down, the upper phase limit becomes $-m\pi-a$, and the same algebra gives

$$
(Q_+-Q_-)^2=2D-2\sqrt{2m+2a/\pi},\qquad
D^2\le2(m+1)-2a/\pi .
$$

At its largest this is $2[\sqrt{2m+2-2a/\pi}-\sqrt{2m+2a/\pi}]$. Multiplying and dividing by the sum of the roots leaves a fixed numerator, $4(1-2a/\pi)$, over a denominator that grows with $m$. The first lobe wins among bands containing the minimum.

For the remaining bands I rely on a numerical scan of the present case. It covered 150 nm overfocus to 150 nm underfocus in 0.1 nm steps, with frequencies up to 9 nm$^{-1}$. The widest band with $|\sin\chi|\ge\sqrt3/2$ occurred at 57.8 nm underfocus, in agreement with the formula.

**Point resolution**

Point resolution here means the reciprocal of the first nonzero frequency at which linear transfer vanishes. For the extended focus, $\chi$ stays between $-2\pi/3$ and zero until it returns to zero:

$$
Q_0^2\left(\frac{Q_0^2}{2}-D\right)=0
\quad\Rightarrow\quad Q_0^2=2D,
$$

so

$$
d=\frac1{q_0}=\frac{\ell}{\sqrt{2D}}
=\frac{(C_s\lambda^3)^{1/4}}{\sqrt{2\sqrt{4/3}}}
=0.658\,(C_s\lambda^3)^{1/4}.
$$

Just beyond this zero $\chi$ is positive, so contrast reverses.

**Your numbers**

Write $C_s=10^6$ nm and $\lambda=2.5079\times10^{-3}$ nm. Then

$$
\sqrt{C_s\lambda}=\sqrt{2507.9}\ \text{nm}=50.08\ \text{nm},
$$

$$
|\Delta f|=1.1547(50.08)\ \text{nm}=57.8\ \text{nm}.
$$

Since $\ell^2=\lambda\sqrt{C_s\lambda}$,

$$
\ell=\sqrt{(2.5079\times10^{-3})(50.08)}\ \text{nm}=0.3544\ \text{nm},
$$

$$
d=0.658(0.3544)\ \text{nm}=0.233\ \text{nm}=2.33\ \text{Å}.
$$

The rounded choice $D=1.2$ gives 60.1 nm and 0.229 nm. Its minimum phase is $-0.72\pi$, where $|\sin\chi|=0.771$ instead of 0.866. Both prefactors come from the same optimization, with different accepted dips.

The limits of $s$ show the trade. As $s\to1$, $D\to1$: the defocus is 50.1 nm and the first zero lies at $0.3544/\sqrt2=0.251$ nm, but the band meeting the threshold shrinks to a point. As $s\to0$, $D\to\sqrt2$: the defocus is 70.8 nm and $d$ falls to 0.211 nm, but contrast vanishes in the middle of the band. At that endpoint the central zero comes before the outer one, so 0.211 nm no longer meets the definition of point resolution above.

If focus is readjusted with the lens, $|\Delta f|\propto(C_s\lambda)^{1/2}$ and $d\propto C_s^{1/4}\lambda^{3/4}$. Halving $C_s$ at fixed energy improves $d$ by 16%. Using the nonrelativistic wavelength would make $d$ 7% too large.

**What this means for silicon**

With a rough lattice constant of 0.543 nm, the 111 and 220 spacings are $0.543/\sqrt3=0.3135$ nm and $0.543/\sqrt8=0.192$ nm. The band above the $\sqrt3/2$ threshold runs from 1.64 to 3.96 nm$^{-1}$. The 111 frequency, 3.19 nm$^{-1}$, lies inside it and has $\sin\chi=-0.88$. The 220 frequency, 5.21 nm$^{-1}$, lies beyond the first zero at 4.29 nm$^{-1}$.

At the nominal focus 220 happens to have the same sign as 111, with $\sin\chi=-0.39$. This sign is fragile. A focus change $\delta$ towards greater underfocus changes the phase by $-\pi\lambda q^2\delta$. For $|\delta|=5$ nm this is 0.40 rad at 111 but 1.07 rad at 220:

- With 5 nm less underfocus, $\sin\chi$ is $-0.995$ for 111 and $+0.617$ for 220.
- With 5 nm more underfocus, it is $-0.621$ for 111 and $-0.995$ for 220.

The 111 fringes keep their sign, while the 220 fringes can reverse. The same focus error also moves the first zero, since $d\propto|\Delta f|^{-1/2}$ at fixed $C_s$ and $\lambda$: from 0.233 nm to 0.244 nm with less underfocus, or to 0.224 nm with more.

**How much contrast is lost at the resolution limit?**

Consider frequencies close to $q_0$, since the signal at $q_0$ itself is zero. Let $\beta=\pi\lambda q^2$. A Gaussian focus spread of rms width $\sigma_f$ replaces $\sin\chi$ by

$$
\langle\sin(\chi-\beta f)\rangle
=\sin\chi\,\langle\cos\beta f\rangle
=\sin\chi\,e^{-\beta^2\sigma_f^2/2},
$$

because the average of $\sin\beta f$ vanishes by symmetry. The zero is not moved.

The chromatic coefficient $C_c$ multiplies the fractional change of $p^2$, the quantity that governs magnetic focusing strength. Differentiating $p^2c^2=T^2+2Tmc^2$ gives

$$
\sigma_f=C_c\frac{\sigma_E}{T}\,
\frac{1+T/mc^2}{1+T/(2mc^2)} .
$$

For rough values $C_c=1.2$ mm and a Gaussian energy spread of 0.8 eV full width at half maximum, $\sigma_E=0.34$ eV and $\sigma_f=2.37$ nm. Fluctuations of the lens current and accelerating voltage, left out here, would widen this spread. At $q_0$, $\beta=0.145$ nm$^{-1}$, so the damping factor is 0.943.

A small beam tilt, with transverse frequency $k$ along $q$, changes the two diffracted phases to $\chi\pm k\chi'$ at first order, where $\chi'=d\chi/dq$. The image coefficient becomes

$$
\frac{i\varepsilon}{2}\left[e^{-i(\chi+k\chi')}-e^{i(\chi-k\chi')}\right]
=\varepsilon\sin\chi\,e^{-ik\chi'} .
$$

Tilt shifts the fringe, and a spread of tilts blurs it. For 0.05 mrad rms along $q$ the Gaussian average of this first-order factor gives 0.997 at $q_0$. The second-order tilt phase also moves the zero inward by about 0.0004 nm$^{-1}$, so the factor describes the signal only a few percent or more away from $q_0$.

A uniform section of thickness $t=5$ nm, focused on its midplane, gives $\sin(\beta t/2)/(\beta t/2)=0.978$. A rough rms thermal displacement $u=0.008$ nm near room temperature gives $e^{-2\pi^2u^2q_0^2}=0.977$. If these effects are independent, the four factors multiply to 0.90, a 10% loss of linear contrast.

**Can finer detail appear?**

Yes. Point resolution marks the end of the directly interpretable band. If we define the chromatic information limit by a damping factor of $e^{-2}$, then $\beta\sigma_f=2$ and

$$
d_{\rm info}=\sqrt{\frac{\pi\lambda\sigma_f}{2}}=0.097\ \text{nm}.
$$

Between 0.233 nm and this value, information can pass with alternating sign and must be corrected for the lens phase. Chromatic spread is the sole damping included in this limit. The 0.05 mrad tilt spread used above would multiply the signal at 0.097 nm by a further 0.14. With both effects included, the damping reaches $e^{-2}$ at about 0.11 nm, and thickness and thermal motion reduce the signal further.

Fine fringes can also come from nonlinear imaging. Carry the object to second order:

$$
e^{i\varepsilon\cos\phi}\approx
1+i\varepsilon\cos\phi-\frac{\varepsilon^2}{4}(1+\cos2\phi),
\qquad \phi=2\pi qx .
$$

In the image intensity, the squared first-order wave contributes $(\varepsilon^2/2)\cos2\phi$. Interference of the second-order wave with the direct beam contributes $-(\varepsilon^2/2)\cos\chi(2q)\cos2\phi$. Together they are

$$
\frac{\varepsilon^2}{2}\left[1-\cos\chi(2q)\right]\cos2\phi .
$$

A potential $V$ adds phase $eVt/(\hbar v)$, because $dp/dT=1/v$, where $v$ is the electron speed. At 200 keV, $e/(\hbar v)=0.00729$ rad V$^{-1}$ nm$^{-1}$. A rough 111 Fourier coefficient of 5 V means a potential $2(5\ \text{V})\cos\phi$, so a 5 nm section has

$$
\varepsilon=2(0.00729)(5)(5)=0.364\ \text{rad}.
$$

Treating the 111 row alone as a thin phase grating, without the damping above, the full image calculation at the nominal focus gives a fundamental 4% below the linear value and a second harmonic 19% of the fundamental. This ratio depends strongly on focus, because 5 nm changes $\chi(2q)$ by 1.6 rad: it is about 5% with 5 nm less underfocus and 23% at 60 nm. The period of the second harmonic is 0.157 nm, half the 111 spacing, so a fringe finer than 0.233 nm need not represent a separate set of planes transferred linearly.

**Where the result stops applying**

A $C_s$ near 1 mm is a realistic rough value for an uncorrected 200 keV objective lens, but a 5 nm section is very thin. The single-row grating understates the departure from a weak object. Seeing 111 and 220 together needs a zone axis such as [110], where many beams are excited at once. A many-beam calculation for 5 nm of silicon along [110], with tabulated atomic scattering factors, puts the 111 fringe about 40% below its linear value at the nominal focus and at about a quarter of it with 5 nm more underfocus. It also shows 002 fringes (0.27 nm), which are absent from the projected potential, at about a tenth of the 111 strength at the nominal focus and comparable with it at 5 nm more underfocus. The signs found above for 111 and 220 persist, but their sizes do not. Multiple scattering must therefore be calculated through the thickness even at 5 nm on a zone axis. At 20 nm the single row alone would give $\varepsilon\approx1.5$ rad. Residual astigmatism acts as a direction-dependent defocus; a 5 nm departure along one direction moves $d$ there by about 4 to 5%, as above. Detector blur is also left out.

The small-angle treatment of defocus is safe: at $q_0$ the angle is 10.8 mrad, and exact free propagation changes the phase by $2.4\times10^{-4}$ rad. In an aberration-corrected instrument, however, the formula loses its role as the limit. For $C_s=1$ µm at the same energy it gives 0.041 nm, below the 0.097 nm chromatic limit found here, so other effects would set the resolution.

For your microscope, set about 58 nm underfocus for the $-2\pi/3$ condition, or 60 nm for the rounded rule, and treat about 0.23 nm as the end of direct interpretation for a weak object. The numerical output below lists the values used.

## Calculated quantities

```
Electron energy: 200 keV
Spherical aberration: 1.0 mm
Wavelength: 2.5079 pm
Nonrelativistic wavelength: 2.7424 pm
Focus scale sqrt(Cs lam): 50.08 nm
Length scale (Cs lam^3)^(1/4): 0.3544 nm
Reduced optimum focus: 1.1547
Extended Scherzer underfocus: 57.83 nm
Underfocus from band search: 57.8 nm
Point resolution: 0.2332 nm
Resolution prefactor: 0.6580
First-zero frequency: 4.288 1/nm
First-zero angle: 10.75 mrad
Main-band lower edge: 1.641 1/nm
Main-band upper edge: 3.962 1/nm
Rounded-rule reduced focus: 1.2
Rounded-rule underfocus: 60.10 nm
Rounded-rule resolution: 0.2288 nm
Rounded-rule contrast threshold: 0.7705
Silicon lattice constant, rough: 0.543 nm
Silicon 111 spacing: 0.3135 nm
Silicon 220 spacing: 0.1920 nm
Focus error tried: 5.0 nm
sin(chi), 111, less underfocus: -0.9951
sin(chi), 111, optimum underfocus: -0.8777
sin(chi), 111, more underfocus: -0.6212
sin(chi), 220, less underfocus: 0.6169
sin(chi), 220, optimum underfocus: -0.3931
sin(chi), 220, more underfocus: -0.9952
Chromatic coefficient, rough: 1.2 mm
Energy spread FWHM, rough: 0.8 eV
Rms focus spread: 2.372 nm
Rms beam tilt, rough: 0.05 mrad
Section thickness, rough: 5.0 nm
Rms thermal displacement, rough: 0.008 nm
Chromatic factor at first zero: 0.9427
Convergence factor at first zero: 0.9970
Thickness factor at first zero: 0.9783
Thermal factor at first zero: 0.9770
Chromatic information limit: 0.0967 nm
Paraxial phase error: 0.000242 rad
111 potential coefficient, rough: 5.0 V
Interaction constant: 0.007288 rad/(V nm)
111 grating phase amplitude: 0.3644 rad
111 fundamental, full/linear: 0.9610
111 second harmonic/fundamental: 0.1947
```
